Early capture of oxygen by drift to an edge dislocation

**1. The question of the time law**

Suppose that the oxygen captured by a dislocation is known after a short anneal, and the amount after an anneal eight times longer is wanted. A law linear in time predicts eight times as much, and a square-root law 2.8 times. If drift in the dislocation's elastic field dominates the capture, both are wrong: the factor is 8^(2/3) = 4. An incorrect exponent can also distort a diffusivity inferred from capture data.

The drift law follows from the elastic field, the paths of the atoms and a count of those that have arrived. The neglected diffusion limits its use at long times, and the finite core radius at short times.

**2. The size-misfit potential**

Let a straight edge dislocation lie along z in an infinite, isotropic, linearly elastic crystal. Its Burgers vector has length b and lies along x. With r² = x² + y² and Poisson ratio ν, the displacement is

u_x = (b/2π) [θ + xy/(2(1−ν)r²)],
u_y = −(b/2π) [(1−2ν) ln r²/(4(1−ν)) + (x²−y²)/(4(1−ν)r²)].  (1)

Here θ is the polar angle, tan θ = y/x. One circuit of the core raises θ by 2π and so u_x by b; the other terms return to their values.

The derivatives needed for the dilatation are

∂θ/∂x = −y/r²,  ∂(xy/r²)/∂x = y(y²−x²)/r⁴,
∂(ln r²)/∂y = 2y/r²,  ∂[(x²−y²)/r²]/∂y = −4x²y/r⁴.

Hence

div u = (b/2π) [−y/r² + y(y²−x²)/(2(1−ν)r⁴) − (1−2ν)y/(2(1−ν)r²) + x²y/((1−ν)r⁴)].

The second and fourth terms add to y/(2(1−ν)r²). Together with the third they give νy/((1−ν)r²), so

div u = −(b/2π) [(1−2ν)/(1−ν)] y/r².  (2)

Equilibrium requires ∇²u + ∇(div u)/(1−2ν) = 0. Away from the core θ and ln r² are harmonic, while xy/r² = ½ sin 2θ and (x²−y²)/r² = cos 2θ have Laplacians −4xy/r⁴ and −4(x²−y²)/r⁴. Therefore

∇²u_x = −(b/2π) 2xy/((1−ν)r⁴),
∇²u_y = (b/2π) (x²−y²)/((1−ν)r⁴).

The gradient of (2), divided by 1−2ν, has the same components with opposite signs. Equilibrium holds.

The core must also carry no net line force. With shear modulus μ and S = μb/[2π(1−ν)], Hooke's law applied to (1) gives

σ_xx = −S y(3x²+y²)/r⁴,
σ_yy = S y(x²−y²)/r⁴,
σ_xy = S x(x²−y²)/r⁴.  (3)

On a circle the traction components are −(S/r) sin 2θ along x and (S/r) cos 2θ along y. Both average to zero.

An interstitial that expands the crystal by its relaxation volume ΔV does work pΔV against a pressure p. If p varies little across the defect, this is its interaction energy W. Since p = −B div u, with bulk modulus B = 2μ(1+ν)/[3(1−2ν)], equation (2) gives

W = −B ΔV div u = A y/r² = A sin θ/r,
A = μb(1+ν)ΔV/[3π(1−ν)].  (4)

For ΔV > 0 the atom is repelled from the compressed side, y > 0, and attracted to the dilated side, y < 0.

**3. Drift and the paths of the atoms**

Let the oxygen concentration be uniform, c₀, at time zero. Neglect diffusion down concentration gradients, including back-diffusion away from the core. With constant diffusivity D and temperature T, the Einstein relation gives

v = −(D/kT) ∇W.  (5)

Define L = A/kT, a length, and K = DA/kT = DL. Differentiating (4),

∂W/∂x = −2Axy/r⁴,  ∂W/∂y = A(x²−y²)/r⁴,  (6)

so that

v_x = 2Kxy/r⁴,  v_y = −K(x²−y²)/r⁴.  (7)

The speed follows from 4x²y² + (x²−y²)² = r⁴:

|v| = K/r².  (8)

The second derivatives of y/r² are

∂²/∂x²: −2y/r⁴ + 8x²y/r⁶,
∂²/∂y²: −2y/r⁴ − 4y(x²−y²)/r⁶.

Their sum is −4y/r⁴ + 4y(x²+y²)/r⁶ = 0. Hence ∇·v = 0 outside the core, and the continuity equation leaves the concentration around a moving atom at c₀.

To find the paths, consider d = r²/x for x > 0. Its derivatives are ∂d/∂x = (x²−y²)/x² and ∂d/∂y = 2y/x. Thus

v·∇d = (K/r⁴) [2y(x²−y²)/x − 2y(x²−y²)/x] = 0.  (9)

Each atom keeps its value of d. Its path x² + y² = dx is a circle of diameter d, centred on the x axis and passing through the core. The paths at x < 0 are mirror images. An atom starting close to the core on the compressed side first moves away, then goes round to the dilated side and is captured there.

**4. Arrival time**

Measure φ from the dilated half-axis, so x = r sin φ and y = −r cos φ. On a path,

r = d sin φ,  x = d sin²φ,  y = −d sin φ cos φ.  (10)

Differentiation at fixed d gives dx/dφ = d sin 2φ and dy/dφ = −d cos 2φ. The path length is therefore d |dφ|. Equation (7) shows that φ decreases with time: v_x is negative where y < 0 and positive where y > 0. Using (8),

K dt = −r² d dφ = −d³ sin²φ dφ.  (11)

The core is treated as a line that holds every arriving atom. Integration from the starting angle φ down to zero gives the arrival time τ:

Kτ = d³ g(φ),
g(φ) = ∫₀^φ sin²φ′ dφ′ = (2φ − sin 2φ)/4.  (12)

Two limits show the geometry. On the dilated axis φ → 0 and d → ∞ with r = d sin φ fixed. Since g → φ³/3, Kτ = r³/3, and the starting distance emptied by time t on this axis is

R = (3Kt)^(1/3).  (13)

It is also the farthest in any direction. At angle φ the boundary obeys r³/(Kt) = sin³φ/g. This is at most 3 because h = 3g − sin³φ vanishes at φ = 0 and has derivative 3 sin²φ (1 − cos φ) ≥ 0.

In the other limit an atom starts beside the core on the compressed side. Then φ → π, g → π/2, and it needs the time πd³/(2K) to go round.

**5. The number captured**

The atoms captured by time t are those whose starting points have τ ≤ t. From (10), the Jacobian between (x, y) and (d, φ) has magnitude

|sin²φ (−d cos 2φ) + d sin 2φ sin φ cos φ|
= d sin²φ (2cos²φ − cos 2φ) = d sin²φ.  (14)

At fixed φ, equation (12) allows d up to (Kt/g)^(1/3). Counting both halves of the plane, the emptied initial area is

Q(t) = 2 ∫₀^π dφ sin²φ ∫₀^((Kt/g)^(1/3)) d dd
= ∫₀^π sin²φ (Kt/g)^(2/3) dφ.  (15)

Since dg = sin²φ dφ, and g runs from 0 to π/2,

Q(t) = (Kt)^(2/3) ∫₀^(π/2) g^(−2/3) dg
= 3(π/2)^(1/3) (Kt)^(2/3).  (16)

The mean number captured per dislocation length is therefore

N(t) = c₀Q(t) = 3(π/2)^(1/3) c₀ (DAt/kT)^(2/3).  (17)

A speed falling as r⁻² makes the reach grow as t^(1/3), and an area grows as its square.

The capture rate gives a second derivation. Close to the core on the dilated side, the inward flow through an arc dφ at radius r is c₀(K/r) cos φ dφ. At fixed r, sin φ = r/d, so this equals c₀K d(1/d). At time t the paths with πd³/(2K) < t have been emptied. Paths with d > d* = (2Kt/π)^(1/3) still deliver atoms, and the two halves give

dN/dt = 2c₀K/d* = 2c₀K [π/(2Kt)]^(1/3).  (18)

Integration from zero returns (17). The rate falls because circles of ever larger diameter run empty, while the atoms on the wider circles still arrive at density c₀.

The arrival times were also tested by integrating trajectories directly, in units of length (Kt)^(1/3) and time t. The starting points formed a grid of spacing 0.01. At scaled time 1 the captured area was 3.486, against 3.487 from (16). Counts at times 1/8, 1/4, 1/2 and 1 gave the exponent 0.666.

The exponent belongs to the inverse-distance potential. For comparison, take an attraction W = −C/r². The inward speed is 2DC/(kTr³), so r⁴ = 8DCt/kT and the emptied area is π(8DCt/kT)^(1/2). A shorter-ranged potential gives a slower law.

**6. When diffusion may be neglected**

With diffusion restored, the concentration obeys

∂c/∂t = D∇²c + (D/kT) ∇·(c∇W).  (19)

Measure length in units of (Kt)^(1/3) and elapsed time in units of the anneal time t. The drift term then has coefficient 1. The diffusion term has coefficient

ε = Dt/(Kt)^(2/3) = (Dt/L²)^(1/3),  (20)

where K = DL was used. Drift dominates when ε ≪ 1, hence at early times. The approach is slow: halving ε requires a time eight times shorter. A real core also has a finite radius a, and the law requires R ≫ a. The useful window is

a³/(3K) ≪ t ≪ L²/D.  (21)

Equation (19) was solved numerically with an absorbing core of scaled radius 0.1, counting atoms initially inside it as captured. The ratio of the full count to (17) was 1.02, 1.09 and 1.34 for ε = 0.05, 0.20 and 0.80. The excess is between 0.4 and 0.5 times ε in these three cases. With a perfectly absorbing core, diffusion thus raises the count. A core that releases atoms is a different case, considered below.

**7. Oxygen in silicon during a short anneal**

Take rough typical values for oxygen in Czochralski silicon: μ = 65 GPa, ν = 0.22, b = 0.384 nm, ΔV = 0.013 nm³ and c₀ = 10¹⁸ cm⁻³ = 10⁻³ nm⁻³. For the diffusivity, the example assumes a prefactor of 0.13 cm²/s and an activation energy of 2.53 eV. The third figures in b and in this energy are kept only so that the output can be reproduced; they do not claim that accuracy. The anneal lasts 5 s at 923 K, where kT = 0.0795 eV.

Equation (4) gives

A = 65 × 0.384 × 1.22 × 0.013/(3π × 0.78) GPa nm⁴
= 0.336 eV nm.

The diffusivity is D = 0.199 nm²/s. Then

L = 0.336/0.0795 = 4.23 nm,
K = 0.199 × 4.23 = 0.842 nm³/s,
(Kt)^(1/3) = (0.842 × 5)^(1/3) = 1.61 nm,
R = (3 × 0.842 × 5)^(1/3) = 2.33 nm.

The emptied area and the number captured are

Q = 3.487 × (4.21)^(2/3) = 9.1 nm²,
N = 10⁻³ × 9.1 = 0.0091 nm⁻¹ = 9.1 × 10⁴ cm⁻¹.

This is a statistical mean of one captured atom per 110 nm of line. After one eighth of the hold time it is 0.0023 nm⁻¹, smaller by the factor four.

At fixed time N varies as (D/T)^(2/3). The local slope of ln N against −1/(kT) is therefore (2/3)(2.53 − 0.08) = 1.63 eV at 923 K for pure drift. With diffusion and a core of radius b included through (19), it is about 1.73 eV. Both lie well below the activation energy of diffusion, and reading the slope as that energy would be an error.

**8. The size of the neglected effects**

*Diffusion and core radius.* With a = b, the reach equals the core radius after 0.022 s, while L²/D = 90 s. The anneal lies between these times, but ε = 0.38 is not very small. The numerical solution of (19) gives 1.18 times the drift count; this depends on the assumed core radius, being 1.13 for a = b/2 and 1.35 for a = 2b. Its exponent between half and full hold time is 0.695, slightly above 2/3.

*Release from the core.* Assume one core site per length b, so the captured occupancy is f = 0.0091 × 0.384 = 0.0035. Silicon has about 100 bond sites per nm³. For dilute oxygen and binding energy E, equilibrium requires

f/(1−f) = (10⁻³/100) exp(E/kT).  (22)

The captured occupancy equals the equilibrium one at E = 0.47 eV. Near or below this binding, release can no longer be neglected. Extrapolating (4) to r = b gives 0.88 eV, for which the captured odds f/(1−f) are below one per cent of the equilibrium odds. Continuum elasticity is crude at that distance, so this supports the absorbing core for the undissociated line without proving it.

*Nonlinear drift.* For a hop of length h along a force F, forward and backward rates change by exp(±Fh/2kT). Linear drift fails when Fh/2kT reaches about 1. With F = A/r² and h = b/2, this happens at r = (Lh/2)^(1/2) = 0.64 nm. By (13), an atom starting at R on the dilated axis spends (0.64/2.33)³, or about 2 per cent, of its travel time inside that radius. Replacing the linear drift speed by (2D/h) sinh(Fh/2kT) raises N by about 1 per cent.

*Dissociation.* An edge dislocation in silicon can split in its glide plane into two partials. Each has Burgers length b/√3, with edge component b/2 and opposite screw components of size b/(2√3). By (3), the edge parts repel with force μ(b/2)²/[2π(1−ν)s] per length at separation s. The screw parts attract with μ(b²/12)/(2πs). Equating the net repulsion to a rough stacking-fault energy of 0.06 J/m² gives s = 6.0 nm.

If the partials capture independently, each has half the value of A, and the total changes by 2(1/2)^(2/3) = 1.26. Each reach is then 2.33/2^(1/3) = 1.85 nm, less than half the separation. The fields still overlap, and drift in the summed field of both partials at this separation gives about 1.24. Each partial also has half the value of L, which raises ε to about 0.61. For independent partials with a perfectly absorbing core of radius b, (19) then gives about 1.33 times their drift count. That core is doubtful here. Extrapolating (4) to r = b gives only 0.44 eV for a partial, close to the release threshold of about 0.45 eV from (22). With a reversible core of that binding, the atoms within 2b of a partial are about two thirds of the absorbing count, and only about one fifth of the absorbing count sits in core sites.

*Temperature ramps.* Under pure drift a changing temperature replaces Kt by ∫K dt, because it changes the speed but not the path. Heating from 300 K and cooling back at 100 K/s add the equivalent of 0.56 s at 923 K. This raises N by about 7 per cent.

**9. Comparison with real wafers**

The chosen oxygen content and elastic constants are typical of Czochralski silicon, and an anneal of seconds suits rapid thermal processing. A furnace anneal of one hour at 923 K lies far beyond the 90 s crossover, and (17) should not be extrapolated to it. Of the effects sized here, dissociation and diffusion move the number most. Dissociation raises the drift count by about a quarter. Diffusion with the finite core adds 18 per cent for the undissociated line and about 33 per cent for the partials. The first two figures therefore do not simply multiply: independent partials with diffusion give about 1.67 times (17) if their cores absorb perfectly. Release from the more weakly binding partials can remove much of this gain.

The diffusivity may be a larger uncertainty. If it were ten times higher at the same temperature and time, (17) would give 4.6 times as many atoms, while ε would rise to 0.82 and the drift law would become poorer. A dislocation in silicon can also have 60° character, with its Burgers vector at 60° to the line. If undissociated, such a line has edge component b sin 60°, which lowers N by the factor 0.866^(2/3) = 0.91. If dissociated at the same stacking-fault energy, pure drift gives about 1.11 times (17). An undissociated screw has no dilatation in linear isotropic elasticity, so this mechanism is absent for it. A dissociated screw has partials with opposite edge components b/(2√3), about 3.6 nm apart at the same stacking-fault energy. Pure drift would then give about 0.9 times (17), but with ε ≈ 0.87 and an elastic binding of only 0.25 eV at r = b the drift law is poor there.

Two further simplifications have not been sized. Silicon is elastically anisotropic, and an oxygen interstitial also produces an orientation-dependent strain that can couple to shear. The value 9 × 10⁴ cm⁻¹ is therefore an estimate of scale. The two-thirds exponent is approached only well inside the window (21), and in this example the window is too narrow for that: at times doubling from 0.01 s to 80 s the count from (19) stays at least about 15 per cent above (17). In this example the exponent from (19) between t/2 and t, with atoms initially in the core counted, is 0.44 at 0.2 s, 0.63 at 1 s, 0.70 at 5 s and 0.74 at 40 s. It passes 2/3 only because the atoms initially in the core offset the effect of diffusion; without them it is about 0.74 to 0.76 from 0.3 s to 80 s. The law also needs unsaturated sites, negligible release and distant neighbouring dislocations. The numerical output below lists the main inputs and results.

Calculated quantities

```
TESTS (scaled units, dimensionless)
coefficient 3*(pi/2)^(1/3): 3.4873
captured area at scaled time 1, trajectory count: 3.4856
exponent from trajectory count: 0.6660
largest relative arrival-time error: 3.8e-06
farthest reach, trajectory count: 1.435
farthest reach, formula 3^(1/3): 1.442
full / drift-only count, eps = 0.05, core 0.1: 1.023
full / drift-only count, eps = 0.20, core 0.1: 1.090
full / drift-only count, eps = 0.80, core 0.1: 1.340
EXAMPLE INPUTS (rough values, oxygen in silicon)
temperature: 923 K
hold time: 5.0 s
shear modulus: 65 GPa
Poisson ratio: 0.22
Burgers vector length = core radius: 0.384 nm
relaxation volume: 0.013 nm^3
diffusivity prefactor: 0.13 cm^2/s
diffusion activation energy: 2.53 eV
oxygen concentration: 1.0e+18 cm^-3
EXAMPLE RESULTS
thermal energy kB*T: 0.0795 eV
potential strength A: 0.336 eV nm
diffusivity D: 0.199 nm^2/s
range L = A/(kB*T): 4.23 nm
drift constant K: 0.842 nm^3/s
drift length (K*t)^(1/3): 1.61 nm
farthest reach (3*K*t)^(1/3): 2.33 nm
drained initial area: 9.10 nm^2
captured per length N: 0.00910 nm^-1 = 9.10e+04 cm^-1
mean spacing of captured atoms: 110 nm
N at one eighth of the hold time: 0.00227 nm^-1
time for reach to equal core radius: 0.022 s
diffusion crossover time L^2/D: 90 s
NEGLECTED EFFECTS
diffusion parameter eps: 0.382
full / drift-only count, diffusion and core: 1.179
full-model exponent, half to full hold time: 0.695
core site occupancy: 0.00349
binding below which release matters: 0.47 eV
elastic binding at core radius: 0.88 eV
radius where drift turns nonlinear: 0.64 nm
share of longest axial travel time inside it: 0.020
stacking-fault energy (rough input): 0.06 J/m^2
separation of partials: 6.0 nm
count factor for two independent partials: 1.260
ramp rate, up and down (input): 100 K/s
equivalent extra hold time from ramps: 0.56 s
count factor from ramps: 1.074
```
